Torsion in Mo₂(OR)₆: a nearly indifferent triple bond and repelling alkoxides

**Question.** In Mo₂(OR)₆ two Mo(OR)₃ halves are joined by a metal–metal triple bond with the configuration σ²π⁴. Why does so strong a bond have so little to say about the angle at which one half is turned against the other, and why does repulsion between the alkoxides then favour the staggered form?

**Answer.**

**The bond without its ligands**

Each molybdenum is formally Mo(III), with three d electrons, so six electrons fill the metal–metal bonding orbitals. Let z run along the Mo–Mo axis, and let χ be the torsion angle: χ = 0 is eclipsed, with the oxygens of the two halves facing each other, and χ = 60° is staggered. Bond lengths and all other angles are held fixed while χ changes. The electrons are treated in a one-electron model with orthogonal d orbitals, so electron repulsion enters only through the chosen parameters.

The signs of the couplings will decide which form the bond prefers. Call the lower metal A and the upper one B, and give both the same axes. The product of the two xy orbitals contains x²y² and is positive everywhere, so the δ overlap is positive. The product of the two xz orbitals contains x²z_A z_B, where z_A and z_B are measured from each metal. It is negative between the metals, and at bonding distance this region dominates. As an illustration, Gaussian d functions of exponent 0.3 bohr⁻², placed 4.2 bohr (0.222 nm) apart and integrated on a grid, give overlaps of 0.23 for σ, −0.30 for π and 0.07 for δ. They show the signs and the weakness of δ overlap, but they are not used as energies.

Now define the π orbitals of B as mirror images of those of A, which reverses their sign. All three overlaps are then positive. Since a coupling has the sign opposite to its overlap, the couplings are −b_σ, −b_π and −b_δ, with every b positive.

The σ orbital has no dependence on the angle about z, so turning B does nothing to its coupling. The π orbitals xz and yz do turn, but they turn as a pair. If R(χ) is the 2 × 2 rotation matrix, the coupling between the pairs is −b_π R(χ), and the π Hamiltonian is

H = [ 0, −b_π R ; −b_π Rᵀ, 0 ].

Its square is easily found, because R Rᵀ = 1:

H² = b_π² × 1.

The levels are therefore ±b_π, each twofold, at every χ. Four electrons in the lower pair have the energy −4b_π. As B turns, the xz orbital of A loses coupling to the xz orbital of B but gains coupling to its yz orbital. This needs the two components to be equal in energy and in coupling; it does not depend on how many electrons fill the lower pair.

Without ligands, the δ orbitals xy and x²−y² form such a pair too. In a quadruple bond with four ligands per metal, however, the ligands raise x²−y² above xy, so xy loses its partner of equal energy. An xy orbital turned by χ keeps the fraction cos 2χ of its original form, and its coupling to the xy orbital of the other half falls to −b_δ cos 2χ. This is why such a bond, with two further electrons in one δ orbital, resists twisting.

**What the ligands change**

Three ligands break the cylindrical symmetry of each metal, and they can mix π orbitals with δ orbitals. The angular-overlap model gives the size of the mixing. An oxygen raises the d orbital that points at it by e_σ, and raises each of the two π-type d orbitals about the Mo–O line by e_π.

Let θ be the Mo–Mo–O angle and φ the azimuth of an oxygen. The d orbital pointing at the oxygen has the components

xz: (√3/2) sin 2θ cos φ,  yz: (√3/2) sin 2θ sin φ,
x²−y²: (√3/2) sin²θ cos 2φ,  xy: (√3/2) sin²θ sin 2φ.

Turning this orbital by a small angle adds √3 times that angle of a π-type orbital. The π-type components are thus derivatives of those above, divided by √3. For the polar direction,

xz: cos 2θ cos φ,  x²−y²: ½ sin 2θ cos 2φ,

and for the azimuthal direction, where the derivative is also divided by sin θ,

xz: −cos θ sin φ,  x²−y²: −sin θ sin 2φ.

The oxygens sit at φ = 0, 120° and 240°. Over these angles

Σ cos φ cos 2φ = 3/2,  Σ sin φ sin 2φ = −3/2.

The matrix element between xz and x²−y² is therefore

g = (3/2)[ ¾e_σ sin 2θ sin²θ + ½e_π sin 2θ cos 2θ − e_π sin θ cos θ ].

The two e_π terms combine to ½e_π sin 2θ (cos 2θ − 1) = −e_π sin 2θ sin²θ, so that

g = (3/8)(3e_σ − 4e_π) sin 2θ sin²θ.

The same sums give −g between yz and xy, and zero between xz and xy and between yz and x²−y². The z² orbital has components independent of φ or zero, and its couplings to the other four contain Σ cos φ, Σ cos 2φ or the matching sine sums. All vanish, so the σ bond stays independent of χ.

We also need the energy gap between the δ and π orbitals. With Σ cos²φ = Σ sin²φ = 3/2, and likewise for 2φ, the diagonal elements are

h_π = (3/2)[ ¾e_σ sin²2θ + e_π(cos²2θ + cos²θ) ],
h_δ = (3/2)[ ¾e_σ sin⁴θ + e_π(¼ sin²2θ + sin²θ) ].

Write s = sin²θ, so that sin²2θ = 4s(1 − s) and cos²2θ = (1 − 2s)². Subtraction gives

Δ = h_δ − h_π = (3/8)[ 3e_σ(5s² − 4s) + 4e_π(−5s² + 7s − 2) ]
 = (3/8)[ (3e_σ − 4e_π)(5s² − 4s) + 4e_π(3s − 2) ].

**Where the torsion angle survives**

Complex orbitals show how χ enters. Let

p± = (xz ± i yz)/√2,  q± = [(x²−y²) ± i xy]/√2.

These vary as exp(±iφ) and exp(±2iφ). From the elements g and −g,

⟨p₊|h|q₋⟩ = ½[g + (−i)(−i)(−g)] = g,
⟨p₊|h|q₊⟩ = ½[g + (−i)(i)(−g)] = 0.

So p₊ mixes with q₋, and by complex conjugation p₋ mixes with q₊. The problem splits into two chains with equal energies. In the eclipsed form B is the mirror image of A, so with the mirrored orbitals it has the same h.

Turn B by χ and let its orbitals turn with it. Its internal matrix does not change, but φ becomes φ − χ in its orbitals. The couplings in the first chain become

p₊ with p₊: −b_π exp(−iχ),  q₋ with q₋: −b_δ exp(2iχ).

The phase of an orbital is free. Multiplying both orbitals of B by exp(iχ) leaves g as it was and gives

p₊ with p₊: −b_π,  q₋ with q₋: −b_δ exp(3iχ).

The angle now appears in one place, on the δ coupling. If b_δ = 0, it has gone from the Hamiltonian and the energy cannot depend on it. If g = 0, the q orbitals are detached from the p orbitals, their phase can be removed separately, and again nothing depends on χ. Within this model the triple bond has a torsional preference only when ligand mixing and δ coupling are both present.

**The size and sign of what remains**

Take b_δ as small and begin without it. With h_π as the zero of energy, the bonding combinations (p_A + p_B)/√2 and (q_A + q_B)/√2 have the matrix

[ −b_π, g ; g, Δ ].

With D = Δ + b_π, its lower level is

λ = ½(Δ − b_π) − ½√(D² + 4g²).

This is the occupied π level. The derivative of a level with respect to a diagonal element is the weight of that orbital in it, so the δ weight of the π bond is

w = ∂λ/∂Δ = ½[ 1 − D/√(D² + 4g²) ].

The occupied orbital has the amplitude √(w/2) on each of q_A and q_B, up to a common sign. To first order the δ coupling adds, per electron,

−b_δ (w/2)[exp(3iχ) + exp(−3iχ)] = −w b_δ cos 3χ.

Two chains with two electrons each give four times this:

E_bond(χ) = constant − 4w b_δ cos 3χ,
E_bond(60°) − E_bond(0) = 8w b_δ.

The difference is positive, so the bond itself prefers the eclipsed form. The small δ parts of the π orbitals overlap in phase when the halves are eclipsed and out of phase when they are staggered. The bond is thus not wholly indifferent to the angle: it has a weak preference that the alkoxides must overcome.

The formula is more accurate than first order suggests. Turning by 60° changes the sign of exp(3iχ), which has the same effect as reversing b_δ. The energy difference is therefore odd in b_δ, its next term is cubic, and the relative error begins as b_δ².

Two limits show when the preference is small. For weak mixing, expanding the square root gives w ≈ g²/D². Near θ = 90°, g is proportional to the departure from 90°, so the preference grows as the square of that departure. A strong π bond also helps, because b_π enlarges D and keeps the δ orbitals out.

The opposite limit is a σ ligand field much stronger than b_π, with e_π = 0 and the configuration σ²π⁴ kept fixed. This is a limit of the formula rather than of a real bond: the same field raises z², and unless b_σ grows too, the σ orbital is eventually emptied. The ligand matrix for xz and x²−y² is then (9/8)e_σ times the outer product of (sin 2θ, sin²θ) with itself. The combination it leaves low is proportional to (sin²θ, −sin 2θ), and

w → sin²2θ/(sin²2θ + sin⁴θ) = 4cos²θ/(4cos²θ + sin²θ).

The π bond no longer suppresses the mixing, and for this fixed configuration near indifference then requires θ close to 90° or a very small b_δ.

**Why the alkoxide rings prefer to be staggered**

Let each oxygen lie at radius ρ from the axis, and let the two oxygen planes be a distance H apart. For two oxygens on different metals, with c the cosine of their difference in azimuth,

d² = H² + 2ρ²(1 − c) = A − Bc,  A = H² + 2ρ²,  B = 2ρ².

Write the pair energy as F(c). Each oxygen of one ring meets the other ring at the angles χ, χ + 120° and χ + 240°, so

E_ring = 3[F(c₁) + F(c₂) + F(c₃)].

With t = cos 3χ, the triple-angle formula makes the three cosines the roots of 4c³ − 3c − t = 0. Differentiating with respect to t gives (12c_j² − 3) dc_j/dt = 1. Since the cubic is also 4(c − c₁)(c − c₂)(c − c₃), its slope at c₁ is 4(c₁ − c₂)(c₁ − c₃), and similarly for the others. Hence

dE_ring/dt = (3/4) Σ_j F′(c_j)/∏_{k≠j}(c_j − c_k).

The sum is the coefficient of c² in the parabola that passes through F′ at the three points. F′ minus this parabola has three zeros, so by Rolle's theorem, used twice, its second derivative vanishes at some ξ between them. The coefficient is therefore ½F‴(ξ), and

dE_ring/dt = (3/8) F‴(ξ).

At t = ±1 two roots coincide, and the result follows by continuity. For a repulsion K/dⁿ with K and n positive,

F‴ = K (n/2)(n/2 + 1)(n/2 + 2) B³ (A − Bc)^(−n/2−3) > 0.

The energy then rises steadily with cos 3χ: eclipsed is its maximum and staggered its minimum. This covers repulsion between like charges (n = 1) and a steep core repulsion (n = 12). Attractive dispersion, −K/d⁶, has the opposite sign and favours the eclipsed form. Close contact alone is not the criterion; what counts is the sign of the third derivative of the pair energy with respect to c. A pair energy quadratic in d², for example, gives no preference at all.

**A worked example**

The parameters are round values in the rough regime of a molybdenum(III) alkoxide dimer: b_σ = 2.5, b_π = 2.0, b_δ = 0.5, e_σ = 1.6 and e_π = 0.4 eV, with θ = 103°, Mo–Mo 0.222 nm and Mo–O 0.190 nm. Then 3e_σ − 4e_π = 3.2 eV, and

g = (3/8)(3.2)(−0.438)(0.949) = −0.499 eV.

The gap is Δ = 1.36 eV, so D = 1.36 + 2.00 = 3.36 eV and

w = ½[1 − 3.360/√(3.360² + 4 × 0.499²)] = 0.0207.

With these parameters the π bond is about 2% δ in character (a figure of the model, which has no ligand orbitals; in a real alkoxide it may be a few times larger, and the bond term grows in proportion), and

8w b_δ = 8 × 0.0207 × 0.5 = 0.083 eV.

Diagonalizing the full matrix of ten d orbitals gives 0.0845 eV (8.2 kJ/mol) in favour of eclipsed. This is about 1% of the π bonding energy 4b_π = 8 eV.

For comparison, take a quadruple bond with four ligands per metal at θ = 90° and the same parameters. The ligands place x²−y² above xy by 3e_σ − 4e_π. At χ = 0 the two δ electrons gain 2b_δ. At 45° each xy orbital couples only to the raised x²−y² orbital of the other half, and the two electrons together gain √(3.2² + 4 × 0.5²) − 3.2 = 0.153 eV. The cost of twisting is 1.000 − 0.153 = 0.847 eV, ten times the torsional energy of the triple bond. This factor belongs to the one-electron model: repulsion between the two δ electrons, which is omitted here, can greatly reduce the energy they gain from so weak a coupling, and with it the cost of twisting.

For the rings, the nearest O–O distance is 0.3075 nm when eclipsed and 0.3589 nm when staggered. Each oxygen carries a charge of −0.5 e, without screening, and a Lennard-Jones energy 4ε[(σ/d)¹² − (σ/d)⁶] with ε = 0.007 eV and σ = 0.30 nm. Summed over the nine pairs, the eclipsed form lies above the staggered form by 0.112 eV from charge repulsion and 0.044 eV from core repulsion. Dispersion contributes −0.026 eV. The total is 0.130 eV, and the balance is

E(eclipsed) − E(staggered) = 0.1303 − 0.0845 = 0.046 eV = 4.4 kJ/mol.

A scan of the summed energy in steps of 2° has its minimum at 60°. The repulsion wins, but by a modest margin. With everything else fixed, the preference would reverse if b_δ exceeded 0.75 eV. It also depends on the charges. Core repulsion and dispersion together give only 0.018 eV, so charge repulsion must supply at least 0.0845 − 0.018 = 0.0665 eV. As it varies with the square of the charge, each oxygen needs slightly less than 0.4 e in magnitude.

**How far the model can be trusted**

Real Mo₂(OR)₆ compounds with bulky alkyl groups are known in the staggered, ethane-like form, with Mo–Mo distances of roughly 0.22 nm. The geometry used here is close to that case. The couplings and charges are rougher choices, and 4.4 kJ/mol is not a prediction for a particular compound. An oxygen charge is not uniquely defined, and plausible values lie on both sides of the threshold near 0.4 e found above, so the model does not establish that O–O repulsion alone outweighs the bond term in a real molecule.

The bond term is sensitive to the fixed angle. The bond's preference for eclipsed is 0.050 eV at θ = 100° but 0.129 eV at 106°. Opening the angle also moves the rings apart. At 106° their preference for staggered falls to 0.085 eV, and the balance then favours eclipsed by 0.044 eV. With the other parameters fixed, the preferred form changes between 104° and 105°, so the staggered result at 103° has little room to spare. A bent Mo–O–C group donates unequally through its two π orbitals. The effect depends on the plane in which the group is bent. Setting e_π to 0.2 eV in the polar direction and 0.6 eV in the azimuthal one lowers the bond term to 0.063 eV, which helps the staggered form. Exchanging the two values raises it to 0.117 eV, which leaves only 0.013 eV in favour of staggered.

The example has so far left out the alkyl groups. Let O–C be 0.143 nm and Mo–O–C 130°, with the carbon in the plane of the Mo–Mo axis and the oxygen. If all six groups point away from the other metal, their Lennard-Jones energies (ε = 0.008 eV and σ = 0.38 nm for carbon, with geometric and arithmetic means for C–O pairs) change the balance by −0.005 eV, slightly towards eclipsed. If all six fold towards the other metal, the nearest carbons are 0.329 nm apart when staggered but 0.135 nm when eclipsed. The second distance is shorter than the O–C bond, so this arrangement cannot be eclipsed at all. In this model, alkyl carbons that lie between the two halves therefore favour staggering strongly, while the Lennard-Jones energies of those that point outwards have little effect. Charge on the outward carbons matters more. If each carries +0.2 e and the oxygens keep −0.5 e, the balance in favour of staggered falls from 0.046 to 0.020 eV, before the −0.005 eV is added. Real groups can also turn about their Mo–O bonds to relieve the strain.

Temperature matters as well. At 350 K, kT = 0.030 eV, and the net difference is 1.5 kT. A classical Boltzmann average over χ gives a mean cos 3χ of −0.34, where −1 would mean rigidly staggered and 0 no preference. The isolated model molecule favours the staggered form but twists widely about it. Bulkier contacts between the halves, or packing in a crystal, could hold it more firmly; neither is included in this average.

Numerical values quoted here were computed with a short program.
